Symmetrising noncollinear on-site density matrices under magnetic space groups

**1. A small residue that should vanish**

A model kagome layer with a canted 120-degree magnetic order is diagonalised on a mesh of 144 k-points. Magnetic symmetry reduces the mesh to 19 points. The weighted sum over these 19 points gives on-site density matrices whose largest element error, relative to the full mesh, is 0.052. Averaging over the six unitary operations of the magnetic group lowers it to 0.00045. Averaging over all twelve operations lowers it to 4 × 10⁻¹⁶, which is rounding. The errors are absolute errors of dimensionless occupations. The first two depend on which point is taken to represent each set of equivalent points: other choices give roughly 0.004 to 0.04 and 0.00003 to 0.0005. The third is rounding for every choice.

The residue 0.00045 is small enough to pass for poor convergence, but it is a symmetry error. Explaining it requires the action of each operation on orbitals, spin and k.

**2. Conventions and the action on one site**

Let ρ be the one-electron density matrix. For a shell of angular momentum l on site a, define

n^a_{ms,m's'} = ⟨a m s|ρ|a m' s'⟩.

Here m labels real harmonics in global axes, s is the spin along z, and equivalent sites carry the same radial function. Angular momenta are in units of ħ. Spin-orbit coupling is present, so lattice and spin rotate together.

An operation g consists of an orthogonal matrix R, a translation t and possibly time reversal T. It sends site a to ga, up to a lattice vector. Write p = det R = ±1 and R_p = pR, a proper rotation with rotation vector θ.

*Orbitals.* A rotated function is φ_m(R⁻¹r). Since R⁻¹ = pR_p⁻¹ and a harmonic of degree l has parity (−1)^l,

φ_m(R⁻¹r) = p^l φ_m(R_p⁻¹r) = Σ_m' φ_m'(r) p^l D_{m'm},  D = exp(−iθ·L).

In real harmonics the matrices L_i are imaginary, so D is real. The factor p^l appears twice in a block with a single l and cancels. In a block between l and l' the factor p^{l+l'} remains: a p–d block changes sign under inversion.

*Spin.* Inversion commutes with spin, so only R_p acts on it, through u = exp(−iθ·σ/2). To find its effect, put θ = ϑe with e a unit vector, and S_j(ϑ) = uσ_ju†. Using [σ_k,σ_j] = 2i Σ_i ε_{kji}σ_i,

dS_j/dϑ = −(i/2) Σ_k e_k u[σ_k,σ_j]u† = Σ_{ki} e_k ε_{kji} S_i.

The coefficient of S_i is the i-th component of e × e_j, where e_j is the j-th Cartesian unit vector. The columns of a rotation matrix obey the same linear equation with the same initial value, so

uσ_ju† = Σ_i σ_i (R_p)_{ij}.

*Time reversal.* In real harmonics T = −iσ_yK, where K is complex conjugation. It reverses σ and also i, so it leaves −iθ·σ/2 unchanged and commutes with u. The order of rotation and time reversal is therefore immaterial.

Combining these results, define

W_g = p^l D ⊗ u  (unitary),
W_g = p^l D ⊗ u(−iσ_y)  (antiunitary).

To transform n, expand ρ in its eigenstates with real occupations f_ν. If c_ν is the column of coefficients on site a, then n^a = Σ_ν f_ν c_νc_ν†. The operation replaces c_ν by W_gc_ν or W_gc_ν*, so that

(g·n)^{ga} = W_g n^a W_g†  (unitary),
(g·n)^{ga} = W_g (n^a)* W_g†  (antiunitary).

A Bloch phase from t or from a lattice vector multiplies the whole column c_ν and cancels in c_νc_ν†. The translation therefore enters only through the site map. If the transpose of n is stored instead, transposing the first rule gives W_g* n^T W_g^T, and the second changes in the same way.

**3. What the rule does to angular momenta**

Let s_i = Tr(nσ_i) and ℓ_i = Tr(nL_i). For a unitary operation, cyclic invariance of the trace gives

s'_i = Tr(n u†σ_iu) = Σ_j (R_p)_{ij}s_j.

For T alone, σ_yσ_iσ_y = −σ_i*, and L_i* = −L_i. Hence

s'_i = Tr(σ_yn*σ_yσ_i) = −[Tr(nσ_i)]* = −s_i,
ℓ'_i = Tr(n*L_i) = [Tr(nL_i*)]* = −ℓ_i.

The orbital vector rotates with R_p as well, because D rotates L as u rotates σ. With τ = +1 for unitary and −1 for antiunitary operations, both vectors obey

v(ga) = τ p R v(a).

They are axial and odd under time reversal. Among the operations that preserve the crystal structure, the magnetic ones can be found by demanding this same law of the exchange field at every site.

*The nonmagnetic limit.* If T itself belongs to the group, symmetry does not remove all spin dependence. Write

n = ½(N ⊗ 1 + Σ_i M_i ⊗ σ_i),

with N and M_i Hermitian. Invariance under n → σ_yn*σ_y requires N* = N and M_i* = −M_i. An imaginary Hermitian matrix is antisymmetric and has zero trace, so s_i = Tr M_i = 0. The matrices M_i may still be nonzero; a term L_i ⊗ σ_i is allowed. Setting the spin-dependent blocks to zero in a nonmagnetic solid would discard this spin-orbit correlation.

**4. The group average is an orthogonal projector**

For a magnetic group with |G| operations, taken modulo lattice translations, define

Pn = (1/|G|) Σ_g g·n.

Two spin matrices for the same rotation can differ in sign, and T² = −1 on a spinor. Writing A_g for the full operator, W_g or W_gK, we therefore have A_gA_h = ηA_gh with η = ±1. With the spin matrices used in the example, η = −1 in 32 of the 144 products; this number depends on the sign chosen for each matrix. The density matrix transforms as AρA⁻¹, where η cancels. One spin matrix per operation suffices, with either sign, and g·(h·n) = (gh)·n.

Multiplying all group elements by h merely reorders them. Thus h·Pn = Pn, and averaging over h gives P² = P.

For Hermitian site matrices use the inner product (X,Y) = Σ_a Tr(X^aY^a), which is real. Unitary operations preserve it by cyclicity. For antiunitary ones,

Tr(WX*W†WY*W†) = Tr(X*Y*) = [Tr(XY)]* = Tr(XY).

The adjoint of each action is thus its inverse. Since the sum over g includes all inverses, P is self-adjoint. A self-adjoint idempotent map is an orthogonal projector, so with ‖X‖² = (X,X)

‖n‖² = ‖Pn‖² + ‖n − Pn‖².

Each g·n is Hermitian and has the same total trace and the same set of eigenvalues as n. If these lie between 0 and 1, then v†(g·n)^a v lies there for every unit vector v, and so does its average. Symmetrisation keeps the occupations admissible.

*Error bound.* Let n₀ be any symmetric reference, so Pn₀ = n₀. Then

‖Pn − n₀‖ = ‖P(n − n₀)‖ ≤ ‖n − n₀‖.

Averaging cannot increase the error in this norm. It does not remove errors that are themselves symmetric, such as those of a coarse mesh that is invariant under the group.

**5. Counting what symmetry leaves free**

At one site, the number of free real parameters is the rank of the average over the site group G_a, the operations with ga = a. The rank of a projector is its trace. Let E_ij be the matrix with a single 1 at position ij. The unitary map X → WXW† sends E_ij to a matrix whose ij element is W_iiW_jj*; the sum is |Tr W|². On Hermitian matrices X* = X^T, so the antiunitary map is X → WX^TW†. The ij element of WE_jiW† is W_ijW_ji*, and the sum is Tr(WW*). Therefore

number = (1/|G_a|)[Σ_unitary |Tr W|² + Σ_antiunitary Tr(WW*)].

In the example, site 0 has four operations: the identity, inversion, TC₂ with its axis along y, and the product of the last two. A d shell has even parity, so the first two have W = 1 up to sign, and each contributes 10² = 100. For TC₂ the spin part is (−iσ_y)(−iσ_y) = −1, up to sign. Then WW* = D² ⊗ 1 = 1, with trace 10, and the fourth operation gives the same. The count is

(100 + 100 + 10 + 10)/4 = 55,

against 100 for the unitary pair alone. The numerical rank of the projector agrees with both counts.

For comparison, the site group {1, T} has W = 1 ⊗ (−iσ_y) for T, so WW* = −1 and the count is (100 − 10)/2 = 45. The decomposition of Section 3 confirms it: N has 15 parameters and each of the three M_i has 10. The sign of the squared antiunitary operator distinguishes 55 from 45.

**6. Why an irreducible sum is enough**

Let 𝒯_b translate by a lattice vector b, and let a Bloch state satisfy 𝒯_bψ = exp(−ik·b)ψ. Since 𝒯_{Rb}g = g𝒯_b,

𝒯_{Rb}(gψ) = g[exp(−ik·b)ψ] = exp(∓ik·b)gψ,

with the upper sign for unitary g. Hence gk = Rk for unitary and gk = −Rk for antiunitary operations. An invariant Hamiltonian gives ψ and gψ the same energy. If the occupation is a function of the energy, as the Fermi function is, they have the same occupation, so

n(gk) = g·n(k).

Let O be the set of distinct mesh points reached from k, modulo reciprocal-lattice vectors. As g runs through the group, each is reached |G|/|O| times, so

Pn(k) = (1/|G|) Σ_g n(gk) = (1/|O|) Σ_{k'∈O} n(k').

Multiplying by the weight |O|/N_k, with N_k the number of mesh points, and summing over representatives gives

P Σ_irr (|O|/N_k) n(k) = (1/N_k) Σ_k n(k).

The mesh must be invariant under the group. The equality concerns this mesh, not the limit of infinitely many points.

The procedure follows:

1. Find the operations and site maps that preserve the structure and the axial magnetic field.
2. Construct W_g from R_p, with the parity factor if different l are mixed.
3. Reduce the mesh with k → τRk and accumulate the weighted site matrices.
4. Apply every operation used in the reduction, including conjugation and the site map, and divide by |G|.
5. Evaluate nonlinear functions of n afterwards.

**7. The kagome calculation**

The lattice constant is 5.00 Å. With lattice vectors a₁ along x and a₂ at 60 degrees to it, the sites are at a₁/2, a₂/2 and (a₂ − a₁)/2. Nearest neighbours are joined by two-centre d hopping of −0.50, 0.25 and −0.05 eV in the σ, π and δ channels. The on-site Hamiltonian is

h_a = λL·σ/2 − (Δ/2) b_a·σ,

with λ = 0.10 eV and Δ = 2.00 eV. The unit vectors b_a have azimuths 0, 240 and 120 degrees and rise 30 degrees out of the layer. The chemical potential is −0.80 eV and the Fermi width 0.05 eV. These are round model parameters, and the field is prescribed, not self-consistent.

Of 48 candidates, 12 preserve the field: six unitary and six antiunitary. Each rejected candidate changes some element of the full-mesh matrices by at least 0.435.

The residue of Section 1 can now be traced. The unitary operations alone would require 26 irreducible points instead of 19. They form half the group, so each full orbit either remains whole or splits into two. The difference, 26 − 19 = 7, means that seven orbits split. A unitary average started from their representatives misses half of each. With all 26 points, the unitary average does reproduce the full mesh.

The missing half also fixes the form of the error. The complete average is the mean of the unitary average and its image under TC₂ about y. On site 0 this operation preserves the x and z components of an axial, time-odd vector and reverses y. The unitary average gives ⟨L⟩ = (−0.6725, 0.0005, −0.2093); the complete average removes the y component and leaves the others unchanged.

The final spin vector on site 0 is ⟨σ⟩ = (3.140, 0, 1.802). Its elevation is arctan(1.8016/3.1404) = 29.84 degrees, close to but not equal to that of the field. Symmetry confines both vectors to the xz plane without fixing their directions in it. They make an angle of 167.4 degrees. Each site holds 3.93 electrons, less than half of the ten places, and most have their spin along the field. Among these partly filled majority states a positive λ lowers those whose orbital angular momentum opposes the spin, which favours opposed vectors. In a shell more than half full the same λ would favour parallel ones. The sign of λ does not by itself determine the angle. Nor is λ the only source of ⟨L⟩: at λ = 0 and the same chemical potential, hopping in the noncoplanar field leaves ⟨L⟩ = (0, 0, −0.085) on site 0.

**8. Error in the Hubbard energy and potential**

Consider the rotationally invariant energy

E[n] = (U/2) Σ_a Tr(n^a − n^an^a) = (U/2)(Σ_a Tr n^a − ‖n‖²).

The average preserves the total trace. Inserting the orthogonal decomposition of ‖n‖² gives

E[Pn] − E[n] = (U/2)‖n − Pn‖² ≥ 0.

For U = 3.00 eV, the unsymmetrised irreducible sum gives 4.227 eV per cell and the symmetrised one 4.313 eV (0.1585 hartree), equal to the full-mesh value. The difference is 0.086 eV, so the squared distance is 0.0861/1.5 = 0.0574. The unsymmetrised value, and with it this difference, depends on the representatives chosen; the symmetrised value does not. For this functional the error is quadratic in the asymmetry and has a definite sign.

The potential is less forgiving. Varying E gives

dE = (U/2) Σ_a Tr(dn^a − 2n^adn^a),  V^a = U(½ − n^a),

so an error in n enters V linearly. The largest element errors are 3.00 × 0.052 = 0.16 eV without averaging and 3.00 × 0.00045 = 0.0014 eV with the unitary average. Such a potential breaks the symmetry on which the next irreducible sum would rely.

**9. Faults with recognisable signatures**

*Spin treated as polar.* Suppose the spin part is given an extra factor p. Inversion belongs to this group and maps every site to itself modulo the lattice. The operations g and gI, with I the inversion, then contribute opposite spin parts, and ⟨σ⟩ vanishes on every site. The calculation gives zero.

*Conjugation omitted.* If W_gnW_g† is used for antiunitary operations, the orbital vector rotates without changing sign. On a symmetric input the antiunitary half therefore contributes the negative of the correct vector, and ⟨L⟩ vanishes. On a raw irreducible sum a small remainder can survive. The spin behaves differently. For C₂ about an in-plane axis e,

u(−iσ_y) = (−ie·σ)(−iσ_y),

which is a half-turn about y followed by one about e: a rotation about z by twice the angle from y to e. The spins brought to site 0 from sites 0, 1 and 2 are turned by 0, −120 and 120 degrees. They arrive with azimuths 0, 120 and 240 degrees, and their in-plane parts cancel. The correct unitary half remains, so the in-plane component is 3.140/2 = 1.570, while the z component stays at 1.802. These are the computed values. A plausible spin vector is thus no proof of a correct antiunitary rule; the orbital vector must be examined too.

*Wrong conjugation in complex harmonics.* Since Y_lm* = (−1)^m Y_{l,−m}, conjugating coefficients is not enough. The orbital factor becomes p^lDJ, with D now in complex harmonics and J_{−m,m} = (−1)^m the nonzero elements of J. Omitting J in a single antiunitary operation produces an element error of up to 0.097 here; including it restores agreement to rounding.

*Wrong group.* Averaging imposes the chosen symmetry even if the true solution breaks it. The size of ‖n − Pn‖ can reveal this only if n was obtained without the operations under test, from a full mesh or from one reduced and averaged with a subgroup that does hold, and from a potential that was free to break the symmetry. On an invariant mesh, and with equal occupations for degenerate states, a symmetric potential gives a symmetric n, even if another solution with broken symmetry has lower energy. A raw irreducible sum is no test either, since it is generally asymmetric anyway. Without spin-orbit coupling, spin and lattice may also rotate independently. The group used here then remains valid if it preserves the Hamiltonian, but it may miss further symmetries.

The remaining site vectors and error measures are in the numerical output below.

Calculated quantities

```
lattice constant: 5.00 angstrom; bond 2.50 angstrom
hopping sigma, pi, delta: -0.50 0.25 -0.05 eV
spin-orbit constant: 0.10 eV; exchange splitting: 2.00 eV
chemical potential: -0.80 eV; Fermi width: 0.05 eV
Hubbard U: 3.00 eV; field canting: 30.0 degrees
field azimuths, sites 0 1 2: [  0. 240. 120.] degrees
candidate operations: 48
magnetic group order: 12; unitary: 6
improper operations in group: 6
operator products with sign -1: 32 of 144
site group order: 4; unitary part: 2
free real parameters per site, full group: 55
free real parameters per site, unitary part: 100
max error of orbital rotation, l=1,2: 6.7e-15
max error of spin rotation: 1.0e-15
max error of n(gk) = g.n(k): 2.2e-15
mesh points: 144; irreducible, full group: 19
irreducible points, unitary part only: 26
max element error, unsymmetrised: 0.051956
max element error, unitary average only: 0.000454
max element error, full average: 4.4e-16
electrons per site: 3.930597
site 0 <sigma>, unsymmetrised: 3.372723 -0.027562 1.917667
site 0 <sigma>, unitary only: 3.140401 -0.000053 1.801638
site 0 <sigma>, full average: 3.140401 0.000000 1.801638
site 1 <sigma>, full average: -1.570201 -2.719667 1.801638
site 2 <sigma>, full average: -1.570201 2.719667 1.801638
site 0 <L>, unsymmetrised: -0.580707 -0.084894 -0.200074 hbar
site 0 <L>, unitary only: -0.672521 0.000454 -0.209335 hbar
site 0 <L>, full average: -0.672521 0.000000 -0.209335 hbar
site 1 <L>, full average: 0.336260 0.582420 -0.209335 hbar
site 2 <L>, full average: 0.336260 -0.582420 -0.209335 hbar
site 0 spin elevation from layer: 29.843 degrees
site 0 angle between <sigma> and <L>: 167.447 degrees
smallest change by a rejected operation: 0.435298
polar-spin fault, site 0 <sigma>: 0.000000 0.000000 0.000000
no-conjugation fault, site 0 <sigma>: 1.570201 0.000000 1.801638
no-conjugation fault, site 0 <L>: 0.000000 0.000000 0.000000 hbar
complex-harmonic error with m-reversal: 1.1e-15
complex-harmonic error without m-reversal: 0.096504
Hubbard energy per cell, unsymmetrised: 4.227328 eV
Hubbard energy per cell, symmetrised: 4.313440 eV
Hubbard energy per cell, full mesh: 4.313440 eV
energy difference from squared distance: 0.086112 eV
symmetrised Hubbard energy: 0.158516 hartree
```
